# Flux uniformity on a rotating substrate in molecular-beam epitaxy

## First half: what rotation does to any steady flux

**Q.** An effusion cell in a molecular-beam epitaxy chamber sits to one side of the wafer normal. The edge nearer the cell receives more atoms than the far edge. People turn the wafer and call the layer uniform. What quantity is supposed to become uniform?

**A.** The accumulated thickness. Let the substrate lie in the plane $z=0$ and turn about the $z$ axis, which passes through the origin. Let $F(x,y)$ be the number of atoms arriving per unit time and per unit area of that plane. The coordinates $x,y$ are fixed in the chamber, and the cells are steady, so $F$ does not depend on time.

I assume that the growth rate is $\Omega F$, where $\Omega$ is the layer volume added per arriving atom. For a III-V layer this means that every group-III atom sticks and that the group-V element is in excess, so $F$ is the group-III flux.

A point of the wafer at distance $r$ from the axis is carried around a circle. Its polar angle in the chamber is $\phi=\chi+\omega t$, where $\chi$ labels the point on the wafer and $\omega$ is the constant angular speed. After a time $T$ its thickness is

$$h=\Omega\int_0^T F(r\cos\phi,\,r\sin\phi)\,dt .$$

If $T$ covers a whole number of turns, $dt=d\phi/\omega$ turns this into $h=\Omega T\,M(r)$, with the ring mean

$$M(r)=\frac1{2\pi}\int_0^{2\pi}F(r\cos\phi,\,r\sin\phi)\,d\phi .$$

The angle $\chi$ has dropped out, because an integral of a periodic function over full periods does not depend on where it starts. The thickness can therefore vary with $r$ but not around the wafer.

**Q.** That gives circular symmetry, which is not uniformity. Suppose the flux changes by a third between centre and edge. Surely such a strong slope leaves something behind.

**A.** Take a flux that is linear, $F=F_0+g_xx+g_yy$, with any $g_x$ and $g_y$ that keep it positive. Then

$$M(r)=F_0+g_xr\langle\cos\phi\rangle+g_yr\langle\sin\phi\rangle=F_0,$$

where the angle brackets denote the mean over one turn. Both means are zero. The strength and direction of the slope play no part, and no smallness was used. What a point gains at angle $\phi$ it loses half a turn later.

**Q.** Real fluxes are not linear. What survives when the flux is curved?

**A.** Expand $F$ about the axis to second order, with subscripts denoting partial derivatives at the origin:

$$F=F_0+g_xx+g_yy+\tfrac12F_{xx}x^2+F_{xy}xy+\tfrac12F_{yy}y^2+\dots$$

Put $x=r\cos\phi$, $y=r\sin\phi$ and use $\cos^2\phi=\tfrac12(1+\cos2\phi)$, $\sin^2\phi=\tfrac12(1-\cos2\phi)$ and $\sin\phi\cos\phi=\tfrac12\sin2\phi$. The second-order part becomes

$$\frac{r^2}{4}(F_{xx}+F_{yy})+\frac{r^2}{4}(F_{xx}-F_{yy})\cos2\phi+\frac{r^2}{2}F_{xy}\sin2\phi .$$

The last two terms average to zero over a turn. Hence

$$M(r)=F_0+\frac{r^2}{4}\nabla^2F(0)+\dots,\qquad \nabla^2F=F_{xx}+F_{yy}.$$

The Laplacian is two-dimensional and is taken in the substrate plane. The factor $1/4$ is the $1/2$ of the Taylor series times the mean value $1/2$ of $\cos^2\phi$ or $\sin^2\phi$.

**Q.** So a flux can be curved and still give a flat layer?

**A.** Yes. The two terms that vanish describe a saddle, which rises along one direction as much as it falls along the perpendicular one. Rotation removes saddles as well as slopes. It cannot remove a bowl or a dome, for which the flux on the ring differs on average from the flux at its centre. As long as the $r^2$ term dominates, a positive Laplacian makes the edge thick and a negative one makes it thin.

**Q.** The next Taylor terms are cubic. Why should they not appear as $r^3$?

**A.** A homogeneous polynomial of odd degree changes sign when $(x,y)$ becomes $(-x,-y)$, which is the change $\phi\to\phi+\pi$. Its values at opposite points of the ring cancel in pairs. All odd orders vanish, and the first correction is of order $r^4$.

As an example unrelated to any cell, take $F=e^{2x-y}(1+xy+3x^2)$ in dimensionless coordinates. At the origin $F=1$ and the gradient is $(2,-1)$. The exponential contributes $2^2+1^2=5$ to the Laplacian and the bracket contributes $6$. The cross term is twice the product of the two factors' gradients, and it vanishes because the bracket has zero gradient at the origin. The Laplacian is therefore $11$. At $r=0.01$ the slope changes the flux by up to $\sqrt5\,r$, or 2.2 %, while the predicted change of the ring mean is $11r^2/4$, or 0.0275 %. A numerical ring mean at this radius agrees with that small change to within 0.2 % of it.

**Q.** Calling a term "of order $r^4$" does not tell me that it is small on my wafer. Can you bound it?

**A.** Yes, if $F$ has continuous derivatives up to the fourth order. Differentiate the ring mean with respect to $r$. The derivative of $F$ along the radius is its outward normal derivative on the circle, and the arc element is $d\ell=r\,d\phi$, so

$$\frac{dM}{dr}=\frac1{2\pi r}\oint\frac{\partial F}{\partial r}\,d\ell=\frac1{2\pi r}\int_{\rm disc}\nabla^2F\,dA .$$

The second equality is the divergence theorem in the plane. Let $L(s)$ be the ring mean of $\nabla^2F$ at radius $s$. Since $dA=s\,ds\,d\phi$,

$$\frac{dM}{dr}=\frac1r\int_0^rL(s)\,s\,ds .$$

The same identity holds with $\nabla^2F$ in place of $F$. Let $K$ be the largest value of $|\nabla^2\nabla^2F|$ on the disc of radius $r$. Then, for every $s\le r$,

$$\left|\frac{dL}{ds}\right|\le\frac1s\int_0^sK\,s'\,ds'=\frac{Ks}{2},\qquad |L(s)-L(0)|\le\frac{Ks^2}{4}.$$

Now write $L(s)=L(0)+[L(s)-L(0)]$ in the formula for $dM/dr$. The first part gives $rL(0)/2$. The second is at most

$$\frac1r\int_0^r\frac{Ks^2}{4}\,s\,ds=\frac{Kr^3}{16}.$$

Integrating once more from the axis outward gives

$$\left|M(r)-F_0-\frac{r^2}{4}\nabla^2F(0)\right|\le\frac{Kr^4}{64}.$$

At small $r$ the quantity $\nabla^2\nabla^2F$ is nearly constant on the disc. The same integrations then give the next term itself, $(r^4/64)\,\nabla^2\nabla^2F(0)$.

**Q.** Then "the leading nonuniformity is the Laplacian times radius squared" needs a condition.

**A.** It needs $\nabla^2F(0)\neq0$. If the Laplacian vanishes at the axis, the $r^4$ term leads, unless its coefficient vanishes too. If the Laplacian vanishes over the whole disc, $dM/dr=0$ and the layer is flat however much the flux varies.

**Q.** What if the wafer is not centred on the axis, as when several wafers share one platen?

**A.** The radius in these formulas is the distance from the axis, not from the wafer's centre. Let the wafer's centre be at $\mathbf c$ and a point on it at $\mathbf c+\mathbf p$. Then

$$r^2=c^2+2\,\mathbf c\cdot\mathbf p+p^2 .$$

The middle term produces a thickness slope across that wafer, proportional to $\tfrac12\nabla^2F(0)\,\mathbf c\cdot\mathbf p$. The flux gradient has still been cancelled. In the $r^2$ law the new slope comes from the Laplacian and from the offset. At a large offset the higher terms in $r$ can add a considerable slope of their own, even where the Laplacian at the axis is zero.

**Q.** You also assumed that growth is proportional to flux. What if it is not?

**A.** Let the local growth rate be some smooth function $R(F)$. The derivation then applies to the function $R(F(x,y))$, whose Laplacian follows from the chain rule:

$$\nabla^2R(F)=R'(F)\,\nabla^2F+R''(F)\,|\nabla F|^2 .$$

The gradient returns, squared, if $R''\neq0$. A constant loss, $R=\Omega(F-D)$ with the same re-evaporation rate $D$ everywhere and $F>D$, has $R''=0$, so linear gradients still cancel. The thickness is then proportional to $M(r)-D$ and the relative nonuniformity is larger by the factor $1/(1-D/F_0)$.

**Q.** The shutter does not wait for the end of a turn. What happens if growth stops partway through one?

**A.** Let growth last $N$ turns, with $N$ not necessarily whole. Let $g$ be the magnitude of the gradient, and measure $\phi$ from its direction. For a point that starts at angle $\phi_0$, the mean of the linear term is

$$\frac{gr}{2\pi N}\int_{\phi_0}^{\phi_0+2\pi N}\cos\phi\,d\phi=\frac{gr}{2\pi N}\left[\sin(\phi_0+2\pi N)-\sin\phi_0\right].$$

The identity $\sin a-\sin b=2\sin\frac{a-b}2\cos\frac{a+b}2$ turns this into

$$gr\,\frac{\sin\pi N}{\pi N}\,\cos(\phi_0+\pi N).$$

The starting angle $\phi_0$ takes all values around the wafer. The layer therefore has a wedge, a linear slope fixed in the wafer, whose amplitude at radius $r$ is

$$gr\,\frac{|\sin\pi N|}{\pi N}\le\frac{gr}{\pi N}.$$

It is zero for whole $N$ and reaches the bound for half-integer $N$. For long growth it dies away as $1/N$, because at most one incomplete turn is left uncompensated while the thickness keeps growing.

**Q.** So a thick layer forgives careless timing and a thin one does not.

**A.** At a fixed rotation speed and growth rate, yes. The wedge as an absolute thickness stays bounded, and what shrinks is its share of the layer. Faster rotation at the same growth rate lowers the bound $gr/(\pi N)$, since it puts more turns into the same layer. The wedge itself need not shrink at every step: a slightly higher speed can turn a whole number of turns into a fractional one.

**Q.** And during the turn, before the cancellation is complete?

**A.** Nothing has been cancelled at that moment. The local growth rate at radius $r$ still swings by about $\pm gr$ relative to its mean of about $F_0$ (both multiplied by $\Omega$). In an undoped layer of one group-III and one group-V element, such as GaAs, the swing changes when each atomic layer is completed, not its composition. With two group-III cells in different directions the swings are out of step, and the composition varies with depth. How much it varies depends on the gradients that actual cells produce.

## Second half: an effusion cell and a 3-inch wafer

**Q.** Before we put in a cell, collect what we are carrying over.

**A.** The flux $F(x,y)$ is steady in the chamber, $F_0$ is its value on the rotation axis, and $M(r)$ is its mean over a ring of radius $r$. For whole turns,

$$M(r)=F_0+\frac{r^2}{4}\nabla^2F(0)+\text{remainder},\qquad |\text{remainder}|\le\frac{r^4}{64}\max|\nabla^2\nabla^2F| .$$

After $N$ turns a gradient $g$ leaves a wedge of amplitude $gr|\sin\pi N|/(\pi N)$. The growth rate is taken proportional to $F$.

**Q.** Then I want the gradient and the Laplacian of a cell, from its geometry.

**A.** Take a source small compared with its distance $S$ from the wafer centre. Tilt it by an angle $\alpha$ from the substrate normal, towards $+x$, so that it sits at $\mathbf s=(S\sin\alpha,0,S\cos\alpha)$. Aim it at the centre. Let its emission per unit solid angle vary as $\cos^n\theta_e$, where $\theta_e$ is measured from the aim direction $-\mathbf s/S$. A thin-walled small orifice has $n=1$; a larger $n$ represents a more collimated beam.

The vector from source to substrate point is $\mathbf d=(x,y,0)-\mathbf s$. Its squared length and its component along the aim direction are

$$d^2=S^2-2xS\sin\alpha+r^2,\qquad \mathbf d\cdot(-\mathbf s/S)=S-x\sin\alpha .$$

The flux per unit substrate area carries a factor $1/d^2$ for spreading and the cosine of incidence, $S\cos\alpha/d$. Thus

$$F\propto\left(\frac{S-x\sin\alpha}{d}\right)^{n}\frac{S\cos\alpha}{d}\,\frac1{d^2}.$$

Divide by the value at the centre and write $\rho=r/S$, $\xi=x/S$ and $q=\xi\sin\alpha$:

$$\frac F{F_0}=(1-q)^n\,(1-2q+\rho^2)^{-m},\qquad m=\frac{n+3}2 .$$

To second order in the coordinates, the two factors are

$$(1-q)^n=1-nq+\tfrac12n(n-1)q^2,$$

$$(1-2q+\rho^2)^{-m}=1+2mq-m\rho^2+2m(m+1)q^2 .$$

In the product the linear coefficient is $2m-n=3$. The coefficient of $q^2$ is

$$\frac{n(n-1)}2-2mn+2m(m+1)=\frac{n^2-n-2n^2-6n+n^2+8n+15}{2}=\frac{n+15}2 .$$

Therefore

$$\frac F{F_0}=1+3\xi\sin\alpha-\frac{n+3}2\rho^2+\frac{n+15}2\,\xi^2\sin^2\alpha+\dots$$

The relative gradient is $3\sin\alpha/S$. Since the Laplacian of $\rho^2$ is $4/S^2$ and that of $\xi^2$ is $2/S^2$,

$$\frac{S^2\nabla^2F(0)}{F_0}=(n+15)\sin^2\alpha-2(n+3).$$

**Q.** Why does collimation not change the gradient?

**A.** Because the beam is aimed at the centre. The law $\cos^n\theta_e$ has a smooth maximum there, so it has no first-order change. Of the factor 3, two parts come from $1/d^2$ and one from the $1/d$ in the cosine of incidence. Collimation does enter the curvature.

**Q.** Give me numbers.

**A.** Take $S=200$ mm, $\alpha=35^\circ$, $n=1$ and a 3-inch wafer with edge radius 38.1 mm. Then $\rho=0.1905$ and $\rho^2=0.0363$. The gradient is 0.860 % of the centre flux per millimetre, so the linear term at the edge is 32.8 %. With the wafer at rest, the edge nearest the cell receives 1.332 times the centre flux and the far edge 0.704 times.

The scaled Laplacian is $16\sin^235^\circ-8=-2.736$. Rotation therefore leaves

$$\frac{-2.736}{4}\times0.0363=-2.48\ \%$$

at the edge, relative to the centre, in the $r^2$ term. The full ring mean gives $-2.60$ %. A layer of 1000 nm at the centre is 974 nm thick at the edge.

**Q.** Something is off. The mean of 1.332 and 0.704 is 1.018, so opposite edges average to more than the centre flux. Yet you say the edge ends up thin.

**A.** Those two points lie on the line towards the cell. There $\xi^2=\rho^2$, and the second-order coefficient is $8\sin^2\alpha-2=+0.63$. On the perpendicular line $\xi=0$ and the coefficient is $-2$. A turning point visits both directions, and the ring mean has the average coefficient, $(0.63-2)/2=-0.68$, which is the $-2.736/4$ above. Measuring along one diameter of a stationary wafer can thus give the wrong sign for the rotated profile.

**Q.** How far can I trust the $r^2$ law at the edge of this wafer?

**A.** What remains after the $r^2$ term is $-0.12$ % of the centre flux, and the general bound allows at most 0.16 %. For $n=1$ the ring mean can also be found in closed form. Let $A=1+\rho^2$ and $B=2\rho\sin\alpha$, so that $q=\tfrac12B\cos\phi$. Split the numerator of the flux:

$$1-q=\tfrac12(A-B\cos\phi)+\left(1-\tfrac12A\right).$$

Since $F/F_0=(1-q)/(A-B\cos\phi)^2$, two means are needed. With $t=\tan(\phi/2)$,

$$\left\langle\frac1{A-B\cos\phi}\right\rangle=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dt}{(A-B)+(A+B)t^2}=\frac1{\sqrt{A^2-B^2}} .$$

This requires $A>B$, which holds for $\alpha<90^\circ$ because $1+\rho^2\ge2\rho$. Differentiating with respect to $A$ and changing the sign gives the second mean, $\langle(A-B\cos\phi)^{-2}\rangle=A(A^2-B^2)^{-3/2}$. Adding the two parts,

$$\frac M{F_0}=\frac{\frac12(A^2-B^2)+A-\frac12A^2}{(A^2-B^2)^{3/2}}=\frac{A-\frac12B^2}{(A^2-B^2)^{3/2}} .$$

With $c=\cos2\alpha=1-2\sin^2\alpha$ this is

$$\frac M{F_0}=\frac{1+c\rho^2}{(1+2c\rho^2+\rho^4)^{3/2}} .$$

To fourth order the inverse power is $1-3c\rho^2-\tfrac32\rho^4+\tfrac{15}2c^2\rho^4$. Multiplying by $1+c\rho^2$ gives

$$\frac M{F_0}=1-2c\rho^2+\frac{9c^2-3}2\,\rho^4+\dots$$

The $\rho^4$ term is $-0.13$ % at this edge, and higher terms make up the small difference from $-0.12$ %.

**Q.** The $r^2$ term vanishes when $c=0$. Should every cell be tilted by $45^\circ$?

**A.** For $n=1$ and a cell aimed at the centre, $45^\circ$ does remove it. The mean becomes $(1+\rho^4)^{-3/2}$, and with $S$ unchanged the edge deviation falls from $-2.60$ % to $-0.20$ %. Between radii of 5 and 10 mm the deviation then grows with a measured exponent of 4.00, against 2.00 at $35^\circ$ with rotation and 1.01 at $35^\circ$ without it.

The angle depends on the emission law. Setting the general Laplacian to zero gives

$$\sin^2\alpha=\frac{2(n+3)}{n+15},$$

which is $54.7^\circ$ for $n=3$ and has no solution below $90^\circ$ for $n\ge9$. A larger tilt also raises the relative gradient $3\sin\alpha/S$, and with it the relative size of what rotation cancels only after a full turn.

**Q.** Then let us look at that. How bad is a thin quantum well?

**A.** Let the centre grow at 1000 nm/h and the wafer make 12 turns per minute. One turn takes 5 s and adds 1.389 nm. A 10 nm well takes $10/1.389=7.20$ turns. The wedge amplitude at the edge, relative to the well thickness, is

$$32.8\ \%\times\frac{|\sin(7.2\pi)|}{7.2\pi}=32.8\ \%\times\frac{0.588}{22.6}=0.85\ \% .$$

With the full flux instead of its linear part, the largest departure from the whole-turn mean is 0.90 %. A 1000 nm layer takes 720 turns, and near that count the linear term leaves at most about 0.014 %.

The well grows for 36 s. Seven turns in that time, 11.67 per minute, would make the count whole and remove this error, provided that speed, flux and shutter timing are steady enough.

**Q.** And the composition of an alloy?

**A.** Let a fraction $x_0$ of the group-III atoms at the centre be aluminium and the rest gallium. At some instant let the two fluxes at a point differ from their centre values by the relative amounts $a$ and $b$. The aluminium fraction deposited is

$$\frac{x_0(1+a)}{1+x_0a+(1-x_0)b}\simeq x_0+x_0(1-x_0)(a-b)$$

to first order. Put the two cells at the same tilt and distance but $90^\circ$ apart in azimuth. Their gradients are perpendicular and equal in size, so the difference $a-b$ swings with amplitude $\sqrt2\times3\rho\sin\alpha$.

For $x_0=0.30$ the fraction at the edge swings by $0.21\times1.414\times0.328=0.097$. With the full fluxes it runs from 0.214 to 0.403 within each turn. If 1000 nm/h is the total alloy growth rate, this repeats about every 1.4 nm of depth. Of all the group-III atoms deposited in whole turns, the aluminium share is still $x_0$ at every radius, because both cells have the same ratio $M/F_0$. Surface diffusion and segregation, which could smooth the pattern, are not in this estimate.

**Q.** Does rotation at least correct a wafer that is mounted slightly crooked?

**A.** Not in general. If the wafer normal is inclined by a small angle $\delta$ to the axis, the inclination turns with the wafer. Consider a point at distance $r$ along the rising direction, and let $\mathbf e$ be the horizontal unit vector in that direction. The point is at height $\delta r$ and the normal is $(-\delta\mathbf e,1)$ to first order.

Describe the beam by its vector flux $\mathbf J$, with horizontal part $\mathbf J_h$. The flux on a horizontal surface is $F=-J_z$, now also a function of height. The inclined surface receives $-J_z+\delta\,\mathbf e\cdot\mathbf J_h$. Raising the point adds $\delta r\,\partial_zF$ to the first part. The mean of the second part over a turn follows from the divergence theorem at small $r$:

$$\delta\langle\mathbf e\cdot\mathbf J_h\rangle=\frac{\delta r}2\,\nabla_h\cdot\mathbf J_h=-\frac{\delta r}2\,\partial_zJ_z=\frac{\delta r}2\,\partial_zF .$$

The middle step uses $\nabla\cdot\mathbf J=0$, since atoms are neither created nor lost between source and wafer. The total change is $\tfrac32\delta r\,\partial_zF$.

On the axis at height $z$ the flux is proportional to $(S-z\cos\alpha)^n(S\cos\alpha-z)\,d^{-(n+3)}$, with $d^2=S^2-2Sz\cos\alpha+z^2$. Its logarithmic derivative at $z=0$ is

$$\frac1S\left[-n\cos\alpha-\frac1{\cos\alpha}+(n+3)\cos\alpha\right]=\frac1S\left(3\cos\alpha-\frac1{\cos\alpha}\right).$$

The relative change is therefore

$$\frac32\,\delta\rho\left(3\cos\alpha-\frac1{\cos\alpha}\right).$$

For $\delta=0.5^\circ$ and $\alpha=35^\circ$ it is 0.31 % at the edge, positive on the raised side and negative on the lowered side. The bracket vanishes at $\cos^2\alpha=1/3$, that is at $54.7^\circ$, and changes sign beyond it. The formula is the leading term in $\rho$, so near that tilt higher terms take over at the edge.

**Q.** How close is all this to a real machine?

**A.** The distance, tilt, rotation speed and growth rate are rough typical values for GaAs and AlGaAs growth on a 3-inch wafer. One assumption open to doubt is the cosine emission. A crucible wall collimates the beam, increasingly so as the melt recedes. Taking $n=3$ as an example of a collimated beam, with distance and tilt fixed, changes the edge deviation from $-2.6$ % to $-5.6$ %. A receded melt can give a larger deviation, and its beam need not follow a power of the cosine. Take a cylindrical crucible of 12 mm radius with diffusely re-emitting walls, a melt face perpendicular to its axis and $S$ measured to its mouth. The edge deviation is then about $-5$ %, $-8$ % and $-13$ % for melt depths of 12, 24 and 48 mm, while within about 10 mm of the axis it stays near the $n=1$ value. The direction of emission matters as much. A liquid charge in a tilted cell lies level, and an unshadowed level surface emits as a cosine about the wafer normal, not about the aim line. Then $F/F_0=(1-2q+\rho^2)^{-2}$, the relative gradient is $4\sin\alpha/S$, the scaled Laplacian is $24\sin^2\alpha-8$ and the ring mean is $A(A^2-B^2)^{-3/2}$. The Laplacian vanishes at $35.3^\circ$ instead of $45^\circ$, and the edge deviation is $-0.3$ % at $35^\circ$ and $+3.4$ % at $45^\circ$. The $45^\circ$ rule therefore holds only for emission symmetric about the aim line. Two other neglected effects were estimated and are smaller here. A uniform source disc of 12 mm radius gives $-2.59$ %. So does background gas at $10^{-5}$ Torr and 300 K, if scattered atoms are counted as lost and their mean free path is taken to be that of the gas molecules among themselves, about 2.8 m for a collision diameter of 0.5 nm. Re-evaporation, drift of the cell flux and aiming away from the centre are left out. The 2.6 % is thus a result for this geometry and emission law, not a prediction for a particular chamber. The numerical output lists the values used for the aimed cell.

## Numbers as computed

```
source distance S: 200 mm
wafer edge radius: 38.1 mm
edge radius / S: 0.1905
cell tilt: 35 deg
centre growth rate: 1000 nm/h
rotation: 12 turns/min
growth per turn: 1.389 nm
relative gradient at centre: 0.860 %/mm
S^2 Laplacian/F0, formula: -2.7362
S^2 Laplacian/F0, finite difference: -2.7362
static flux, near edge / centre: 1.3320
static flux, far edge / centre: 0.7045
linear term at edge: 32.780 %
rotated edge deviation: -2.603 %
  r^2 (Laplacian) part: -2.482 %
  r^4 part: -0.128 %
  remainder after r^2: -0.120 %
  bound on that remainder: 0.160 %
edge thickness of 1000 nm layer: 974.0 nm
measured exponent, static: 1.010
measured exponent, rotated: 2.004
measured exponent, rotated at 45 deg: 4.000
zero-Laplacian tilt, n=1: 45.00 deg
zero-Laplacian tilt, n=3: 54.74 deg
rotated edge deviation at 45 deg, n=1: -0.197 %
well thickness: 10 nm
turns during well: 7.20
well residue at edge, linear formula: 0.852 %
well residue at edge, full flux: 0.900 %
turns during 1000 nm layer: 720
worst linear residue near that count: 0.014 %
rotated edge deviation, n=3: -5.588 %
source disc radius: 12 mm
rotated edge deviation, disc source: -2.587 %
wafer inclination: 0.5 deg
inclination term at edge, formula: +/- 0.308 %
inclination term at edge, full flux: +/- 0.312 %
gas pressure: 1e-05 Torr
gas temperature: 300 K
collision diameter: 0.5 nm
mean free path: 2797 mm
rotated edge deviation, with scattering: -2.588 %
mean Al fraction: 0.30
Al fraction swing at edge, linear formula: +/- 0.0974
lowest Al fraction in a turn at edge: 0.2141
highest Al fraction in a turn at edge: 0.4027
```
